# Why surface-state absorption on Si(111)-(2x1) is polarised along the chains

## The estimate that fails

The cleaved (111) surface of silicon carries parallel zigzag chains of atoms. Each atom has one dangling orbital, and these orbitals form an occupied and an empty surface band. Light of about half an electronvolt lifts electrons from one band to the other, and it is absorbed when its electric field lies along the chains.

A common-sense reason is that electrons move easily along a chain and hardly at all between chains. That reason alone does not give the strength of the effect. A zigzag bond is oblique: with the numbers used below it runs 0.192 nm along the chain and 0.12 nm across it. If each bond absorbed independently, the ratio of the two absorptions would be $(0.192/0.12)^2\approx 2.6$. The model below gives about 200 at the absorption peak, for a Gaussian line of standard deviation 0.05 eV. The missing factor comes from interference between bonds, and the same interference decides what weak hopping between chains can do.

## Model and conventions

Let $x$ run along the chains and $y$ across them, in the surface plane. The cell is a rectangle $a\times b$. Atom A sits at $(0,0)$ with orbital energy $+\Delta$, and atom B at $(a/2,d)$ with energy $-\Delta$. The energy difference represents the buckling of the chain. The hopping amplitudes are:

- $-t$ between neighbours in a chain; from A, the two bonds are $(\pm a/2,\,d)$;
- $-w$ between unlike atoms of adjacent chains; from A, the bonds are $(\pm a/2,\,d-b)$;
- $s_A$ and $s_B$ between like atoms of adjacent chains, along $(0,\pm b)$.

The orbitals are orthogonal, the position operator is diagonal in them, and spin-orbit coupling is left out. The lower band is full and the upper one empty. Energies are in eV and lengths in nm, so $\hbar v$ comes in eV nm.

Light couples through the velocity $\mathbf v=(i/\hbar)[H,\mathbf r]$. Since $\mathbf r$ is diagonal, its matrix between sites $i$ and $j$ is
$$\hbar\,\mathbf v_{ij}=i\,(H_{ij}\mathbf r_j-\mathbf r_iH_{ij})=i\,H_{ij}\,(\mathbf r_j-\mathbf r_i).$$
Each bond contributes in proportion to its own vector. Now form Bloch states with the phase $e^{i\mathbf k\cdot\mathbf r_j}$ taken at the true atomic position. Then
$$H_{\alpha\beta}(\mathbf k)=\sum_j H_{ij}\,e^{i\mathbf k\cdot(\mathbf r_j-\mathbf r_i)},\qquad \hbar\,\mathbf v_{\alpha\beta}(\mathbf k)=\frac{\partial H_{\alpha\beta}}{\partial\mathbf k},$$
with $i$ a fixed atom of kind $\alpha$ and $j$ running over atoms of kind $\beta$. The derivative brings down the factor $i(\mathbf r_j-\mathbf r_i)$ that the commutator requires. Had the phases been taken at the cell origins, the derivative would have missed the displacement inside the cell, including all of $d$.

Summing the four A–B bonds gives
$$H_{AB}=-2\cos\!\frac{k_xa}{2}\;e^{ik_yd}\left(t+w\,e^{-ik_yb}\right),$$
and the diagonal entries are $\pm\Delta+2s_{A,B}\cos k_yb$.

## First contribution: the bonds of one chain

Take $k_x=\pi/a$, the zone edge, and $k_y=0$. The bond to the right has the phase $e^{i\pi/2}=i$, the bond to the left $-i$. Their contributions to $\hbar v_x$ between A and B are
$$i\,\frac a2(-t)(i)=\frac{at}{2},\qquad i\left(-\frac a2\right)(-t)(-i)=\frac{at}{2}.$$
The bond vector changes sign from right to left, and so does the phase, so the two add to $at$. For $\hbar v_y$ they are
$$i\,d\,(-t)(i)=dt,\qquad i\,d\,(-t)(-i)=-dt.$$
Here the bond component is the same on both sides while the phase changes sign, and the sum is zero.

These are interband elements if A and B are themselves the band states. They are, because $H_{AB}=0$ at the edge: the same opposite phases cancel the two hopping amplitudes. The upper state lives on A and the lower one on B.

With $a=0.384$ nm, $d=0.12$ nm and $t=0.5$ eV, each bond gives 0.096 eV nm along $x$ and 0.060 eV nm along $y$. The first pair adds to $\hbar|v_x|=0.192$ eV nm, and the second cancels. Dividing by $\hbar$ gives $|v_x|=0.292$ nm/fs, or $2.92\times10^5$ m/s.

## Second contribution: hopping between chains

Now keep $w$, $s_A$ and $s_B$, and let $k_y$ be arbitrary. At $k_x=\pi/a$ the cosine vanishes, so $H_{AB}=0$ still holds. The upper band remains pure A and the lower one pure B provided that the A energy stays above the B energy, that is $\Delta+(s_A-s_B)\cos k_yb>0$.

The derivative of $\cos(k_xa/2)$ with respect to $k_x$ is $-(a/2)\sin(k_xa/2)=-a/2$ at the edge. The derivative with respect to $k_y$ leaves the vanishing cosine as a factor. Hence
$$\hbar|v_x|=a\left|t+w\,e^{-ik_yb}\right|,\qquad v_y=0 .$$
The like-atom hoppings $s_A,s_B$ enter the diagonal of $H$, so their velocity is diagonal as well and cannot connect A to B.

Interchain hopping therefore changes the element along the chains and creates none across them. Each interchain bond does carry a transverse part, $(b-d)w=0.545\times0.03=0.0163$ eV nm for $b=0.665$ nm and $w=0.03$ eV, but these parts cancel in pairs like those of the chain bonds. Along $x$ the interchain bonds add $\pm aw=\pm0.0115$ eV nm at the two ends of the range of $k_y$:

- $k_y=0$: $\hbar|v_x|=0.384\times0.53=0.2035$ eV nm;
- $k_y=\pi/b$: $\hbar|v_x|=0.384\times0.47=0.1805$ eV nm.

This is a change of 6 per cent either way, equal to $w/t$.

## What is symmetry and what is the model

The zero does not depend on having two orbitals. The undimerised surface has a mirror $x\to-x$ through each A atom. It takes $k_x=\pi/a$ to $-\pi/a$, which differs by a reciprocal lattice vector, and it leaves $k_y$ alone. Every non-degenerate state on the zone edge is therefore even or odd under the mirror.

On the A atoms of a row, at $x=na$, the Bloch amplitude is $e^{i\pi n}=(-1)^n$, which is even in $n$. On the B atoms, at $x=(n+\tfrac12)a$, it is $i(-1)^n$. The mirror takes $n$ to $-n-1$ and reverses its sign, so this state is odd. The orbitals themselves are unchanged by the mirror. Since $v_y$ is even and $v_x$ is odd, the transition is forbidden along $y$ and allowed along $x$. The size of $v_x$ is not fixed by symmetry; that part needs the model.

A continuum calculation tests both parts. An electron moves in the plane in Gaussian wells of width parameter 0.07 nm and depths 39.6 eV (A) and 40.4 eV (B), placed at the same atomic positions. No tight-binding assumption enters. At $k_y=0$ and at $k_y=0.3\times2\pi/b$ the ratio $|v_y/v_x|$ at the edge is below $10^{-7}$.

The hopping implied by the computed gaps is $\sqrt{4.376^2-0.471^2}/4=1.088$ eV. This uses the two-band relation $E_{\rm gap}^2=4\Delta^2+16t^2$ at $k_x=0$, against $4\Delta^2$ at the edge. The wells thus couple about twice as strongly as the chain model, but the formula can still be judged: $a\times1.088=0.418$ eV nm, while the computed element is 0.3985 eV nm, a ratio of 0.954. The 5 per cent excess reflects where the hopping is read off. The same two-band relation gives 1.062 eV at $k_x=0.5\pi/a$ and 1.038 eV at $0.95\pi/a$, and the ratio rises to 0.978 and 1.000. A single nearest-neighbour hopping describes these wells across the zone only to about 5 per cent.

## Third contribution: states away from the edge

A real absorption line has a width and samples states near the edge as well. Consider one chain, with $w=s_A=s_B=0$. Write $g=2t\cos(k_xa/2)$ and $\varphi=k_yd$, so that $H_{AB}=-g\,e^{i\varphi}$. The energies are $\pm E$ with
$$E=\sqrt{\Delta^2+g^2},\qquad \cos\theta=\frac{\Delta}{E},\quad \sin\theta=\frac gE .$$
The upper and lower states, in the order (A, B), are
$$u=\left(\cos\tfrac\theta2,\,-e^{-i\varphi}\sin\tfrac\theta2\right),\qquad l=\left(\sin\tfrac\theta2,\,e^{-i\varphi}\cos\tfrac\theta2\right).$$
As a check, the A component of $Hu$ is $\Delta\cos\frac\theta2+g\sin\frac\theta2=E\cos(\theta-\frac\theta2)=E\cos\frac\theta2$, as required.

Let a velocity component have the AB entry $D=p\,e^{i\varphi}$ and the BA entry $D^*$. Then
$$\langle u|\hbar v|l\rangle=p\cos^2\tfrac\theta2-p^*\sin^2\tfrac\theta2=\cos\theta\;\mathrm{Re}\,p+i\;\mathrm{Im}\,p .$$
For $x$, $p=-\partial g/\partial k_x=at\sin(k_xa/2)$ is real. For $y$, the derivative acts on the phase and $p=-i\,d\,g$ is imaginary. So
$$\hbar|v_x|=at\left|\sin\frac{k_xa}{2}\right|\frac{\Delta}{E},\qquad \hbar|v_y|=2dt\left|\cos\frac{k_xa}{2}\right| .$$
Diagonalisation at random momenta and parameters confirms both formulas.

Two limits show their meaning. At $k_x=0$, where the transition energy is largest (2.06 eV here), $v_x$ vanishes and the transition is polarised across the chain. If instead $\Delta\to0$ at a fixed momentum off the edge, $v_x$ vanishes too, because both band states then have equal weight on A and B and the two terms in $\cos\theta$ cancel. Buckling therefore opens the gap and also gives the chain polarisation a finite range of momentum.

To compare the two at one photon energy $2E$, use $4t^2\cos^2(k_xa/2)=E^2-\Delta^2$ and $4t^2\sin^2(k_xa/2)=4t^2+\Delta^2-E^2$:
$$\frac{|v_x|^2}{|v_y|^2}=\frac{a^2\Delta^2\,(4t^2+\Delta^2-E^2)}{4d^2E^2\,(E^2-\Delta^2)} .$$
This diverges at the gap and falls steadily above it. For $\Delta=0.25$ eV it reaches one at a photon energy of 1.21 eV.

## Weighing them in the spectrum

Near the edge put $k_x=\pi/a+q$. Then $g^2\approx a^2t^2q^2$, and the transition energy is
$$2E\approx2\Delta+\frac{a^2t^2q^2}{\Delta}.$$
Call the excess over the gap $\epsilon=a^2t^2q^2/\Delta$. Since $q\propto\sqrt\epsilon$, the number of states per energy goes as $dq/d\epsilon\propto\epsilon^{-1/2}$. In this range it is largest at the gap, where the polarisation is purest. To leading order $\hbar^2|v_x|^2=a^2t^2$ and $\hbar^2|v_y|^2=d^2g^2=d^2\Delta\,\epsilon$, so a broadened line has
$$\frac{\text{absorption along }x}{\text{absorption along }y}\approx\frac{a^2t^2}{d^2\Delta\,\langle\epsilon\rangle},$$
where $\langle\epsilon\rangle$ is the mean excess energy under the line. The factor $1/\omega$ in the absorption is taken at the photon energy, where it is common to both polarisations. Taking it at each transition energy instead raises the ratio of 207 found below to 222.

For a Gaussian line of standard deviation 0.05 eV the $x$ absorption peaks near 0.53 eV (0.526 eV on a finer energy grid), and the ratios below are taken at 0.53 eV. They change quickly with photon energy: with interchain hopping the ratio runs from 240 at 0.52 eV to 178 at 0.54 eV. At that photon energy the Gaussian is centred at $\epsilon=0.03$ eV, and averaging $\epsilon$ with the weight $\epsilon^{-1/2}$ times the Gaussian gives $\langle\epsilon\rangle\approx0.034$ eV. The estimate is then $0.0369/(0.0144\times0.25\times0.034)\approx300$. The full sum over momentum gives 232 for isolated chains. The leading-order estimate is too high because corrections of relative order $\epsilon/\Delta$ lower the $x$ absorption and raise the $y$ absorption. Position matrix elements of an open chain of 500 cells, which make no use of Bloch states, reproduce the momentum sum to 0.63 per cent or better at 0.55, 0.8 and 1.0 eV, in both polarisations.

With $w=0.03$ eV and $s_A=s_B=0.01$ eV the ratio at the same photon energy is 207. The equal like-atom hoppings shift both bands together and do not affect it; unequal ones would make the gap vary with $k_y$ and change the ratio, which is not included here. The reduction comes from states off the edge, where the transverse cancellation is incomplete. There
$$\left|\frac{\partial H_{AB}}{\partial k_y}\right|^2=g^2\left|d+(d-b)\frac wt e^{-ik_yb}\right|^2,$$
while the energy excess is set by $|H_{AB}|^2=g^2|1+(w/t)e^{-ik_yb}|^2\approx\Delta\epsilon$. The ratio of the two squares is $|d-b\,z/(1+z)|^2$ with $z=(w/t)e^{-ik_yb}$. At a given $\epsilon$ the number of states goes as $1/|1+z|$, because $q\propto\sqrt\epsilon/|1+z|$, and the squared $x$ element goes as $|1+z|^2$. To second order in $w/t$ the averages over $k_y$ are
$$\langle|1+z|\rangle=1+\frac{w^2}{4t^2},\qquad \left\langle\frac{|d-bz/(1+z)|^2}{|1+z|}\right\rangle=d^2\left(1+\frac{w^2}{4t^2}\right)+b(b+d)\frac{w^2}{t^2},$$
the first for $x$ and the second for $y$. In their ratio $d^2$ therefore becomes $d^2+b(b+d)w^2/t^2=0.0144+0.0019$ nm², a factor of 1.13. This predicts $232/1.13\approx205$, near the computed 207.

Line width matters more. Doubling it, with the photon energy held at 0.53 eV and the interchain hopping kept, lowers the ratio from 207 to 106. Line shape matters as much: a Lorentzian of the same full width as the original Gaussian, whose tails reach the $y$-polarised states higher up, gives about 70, or about 110 if $1/\omega$ is taken at the transition energy. At 1.0 eV, with the original Gaussian, the ratio is 2.55. The strong polarisation belongs to the absorption edge, not to the whole surface band.

## Fourth contribution: dimerisation

If the chain bonds alternate, $t+\delta$ to the right and $t-\delta$ to the left of A, the mirror is lost. Take $k_y=0$ and $s_A=s_B$. At the edge the bond phases $\pm i$ give $H_{AB}=-i(t+\delta)+i(t-\delta)=-2i\delta$, and the interchain pair still cancels. The $y$ entry is $i\,d\,(-2i\delta)=2d\delta$, and the $x$ entry is $a(t+w)$, in which $\delta$ drops out.

Writing $H_{AB}=-g\,e^{i\varphi}$ now requires $g=2\delta$ and $\varphi=\pi/2$. Both values of $p=De^{-i\varphi}$ are then imaginary, and by the general formula above they pass undiminished into the interband elements:
$$\hbar|v_y|=2d\delta,\qquad \hbar|v_x|=a(t+w).$$
For $\delta=0.025$ eV, 5 per cent of $t$, the amplitude ratio is $0.0060/0.2035=0.0295$, and the intensity ratio is $8.7\times10^{-4}$. That is below the $1/207\approx5\times10^{-3}$ which line width and interchain hopping already produce, but it is not negligible. In the broadened spectrum this dimerisation lowers the ratio at 0.53 eV from 207 to 187, about as much as the interchain hopping does, and $\delta=0.05$ eV lowers it to 136. In the continuum model, moving B by 0.005 nm along the chain gives an amplitude ratio of 0.059.

Thermal filling is weaker still. At 300 K, with the Fermi level at midgap, the upper state at the edge is filled to $6\times10^{-5}$.

## Fifth contribution: electron-hole attraction

The model so far also omits the attraction between the excited electron and the hole. An estimate for one chain uses the Coulomb energy divided by 6.4, roughly the mean of the dielectric constants of vacuum and silicon, with the distance softened by 0.2 nm. Electron-hole exchange is left out, and so is the coupling between the creation and the removal of pairs; with the same screened interaction, exchange leaves the lowest pair state where it is and raises the first $y$-polarised one by 0.05 eV, while the pair coupling lowers the lowest state by 0.03 eV. Neither changes the order or the polarisation of these two lines. The lowest pair state then lies 0.41 eV below the 0.50 eV gap; with a softening of 0.3 nm the binding is 0.33 eV. Going from 101 to 151 cells shifts the binding by less than 0.001 meV. An effect this large means that the independent-electron line shape cannot be trusted.

The polarisation of the lowest line survives. With the states $u$ and $l$ above, the $x$ element is even in $q$ about the edge and the $y$ element, proportional to $g$, is odd. A pair state with an even envelope sums the first and cancels the second. In the calculation the lowest state has a $y$ strength below $10^{-8}$ of its $x$ strength.

Higher states behave differently. The first $y$-polarised one lies at 0.33 eV, which is 0.24 eV above the lowest, but its strength is poorly determined. The band velocities, without the correction due to the interaction, give 17 per cent of the lowest state's $x$ strength. Building the velocity from the position elements and the pair energy instead gives 69 per cent. With a softening of 0.3 nm the two values fall to 6 and 14 per cent. A consistent treatment of the interaction would make the two agree; here only the polarisations and the order of the lines should be relied on. In this estimate the first line stays polarised along the chains, and the first $y$-polarised line is separated from it in energy.

## Beside the real surface

The lengths and energies are rough values in the regime of Si(111)-(2x1). Its absorption peak lies roughly at 0.45 eV. That energy already includes the attraction, and the gap for separate electrons and holes is larger, roughly 0.7 eV. The model's 0.5 eV gap thus stands in for the optical energy, and the lowest pair energy of 0.09 eV found from it is far below the real line. Bulk silicon absorbs above roughly 1.1 eV, so the crossing at 1.21 eV is a property of the model, not a prediction for a measured spectrum.

Real samples also break the assumption of a single chain direction, since the surface permits three, at 60° to one another. For a field at angle $\phi$ to the chains one domain absorbs $A_x\cos^2\phi+A_y\sin^2\phi$; the cross term vanishes by the mirror. Suppose 95 per cent of the area has chains along $x$ and the rest is shared by the other two directions, for which $\cos^2\phi=\frac14$ when the field is along $x$ and $\frac34$ when it is along $y$. With $A_x=1$ and $A_y=1/207$ the ratio becomes
$$\frac{0.95+0.05\,(0.25+0.75/207)}{0.95/207+0.05\,(0.75+0.25/207)}\approx\frac{0.963}{0.042}\approx23 .$$
Five per cent of misoriented area costs a factor of nine, more than interchain hopping, dimerisation or a doubled line width at the values used above. With three equal domains the ratio is one. A measured ratio well below 200 therefore need not signal strong coupling between chains. The parameters of the chain model are listed in the numerical output.

## Computed values

```
period a, spacing b, offset d: 0.384, 0.665, 0.12 nm
t, Delta, w, s: 0.5, 0.25, 0.03, 0.01 eV
line width (Gaussian sigma): 0.05 eV
gap at zone edge: 0.500 eV
hbar*v_x, single chain, edge: 0.1920 eV nm
v_x, single chain, edge: 0.2917 nm/fs
  the same: 2.917e+05 m/s
hbar*v_x with w, ky=0: 0.2035 eV nm
v_x with w, ky=0: 0.3092 nm/fs
hbar*v_x with w, ky=pi/b: 0.1805 eV nm
v_x with w, ky=pi/b: 0.2742 nm/fs
one chain bond, x part a*t/2: 0.0960 eV nm
one chain bond, y part d*t: 0.0600 eV nm
one interchain bond, y part (b-d)*w: 0.0163 eV nm
reduced mass along chain: 0.230 m_e
x absorption peak at: 0.53 eV
x/y absorption ratio at peak: 207
  the same without interchain hopping: 232
  the same with doubled line width: 106
x/y absorption ratio at 1.0 eV: 2.55
|v_x|=|v_y| at photon energy: 1.211 eV
largest transition energy, single chain: 2.062 eV
open chain vs Bloch, largest deviation: 0.63 %
continuum: gap at edge 0.471 eV, at Gamma 4.376 eV
continuum: hopping from the gaps 1.088 eV
continuum: hbar*v_x at edge 0.3985 eV nm
continuum: hbar*v_x/(a*hopping) 0.954
continuum: |v_y/v_x| at edge below 1e-7: True
continuum: |v_y/v_x|, B moved 0.005 nm: 0.0593
continuum: basis shift of v_x 1.4e-10 %
dimerisation delta: 0.025 eV
dimerised |v_y/v_x| at edge: 0.0295
dimerised |v_y/v_x|^2 at edge: 8.69e-04
kT at 300 K: 25.9 meV
upper-band filling at edge, 300 K: 6.3e-05
surface dielectric constant (rough): 6.4
exciton binding, softening 0.2 nm: 0.408 eV
exciton binding, softening 0.3 nm: 0.332 eV
shift, 101 to 151 cells: 0.000 meV
lowest exciton energy: 0.092 eV
lowest exciton y/x strength below 1e-8: True
first y-polarised exciton energy: 0.333 eV
its y strength / x strength of lowest: 0.1662
```
